Why stress drift starts no bulk pile-up in an isotropic solid

**Q:** Boron is smaller than the silicon atom it replaces, so it is drawn towards compressed regions. Under a patterned film some regions are compressed and others stretched. Surely boron must begin to collect in the compressed bulk as soon as it can diffuse?

**A:** Attraction gives a flux. Accumulation needs more to flow into a small volume than out of it. A bent plate shows the difference. Its pressure varies linearly through the thickness, so ∇p is constant. If the diffusivity is the same throughout, a uniform dopant then drifts at the same rate everywhere, each interior slice loses what it gains, and the concentration changes first at the two faces.

**Q:** A linear pressure is a special case. What decides the general one?

**A:** We need the drift law. Let p = −tr σ/3, positive in compression, and let ΔV be the relaxation volume of the dopant, the volume change of the crystal when one dopant enters. If the defect dilates the lattice equally in all directions, its energy in the stress field is pΔV. Let the saddle point between two sites have the energy p(ΔV + Va), where Va is the activation volume, and write

v = ΔV/kT,  q = Va/kT.

For neighbouring sites i and j, a distance a apart along x, the hop rate from i is ν exp[−(v+q)p_m + v p_i], where p_m is the pressure midway and ν contains the stress-free barrier. A plane of sites holds aC dopants per area, so the net flux is

J = aν exp[−(v+q)p_m] [C_i exp(v p_i) − C_j exp(v p_j)].

For slow variation the last bracket is −a ∂(C e^(vp))/∂x. With D0 = a²ν,

J = −D0 e^(−(v+q)p) ∂(C e^(vp))/∂x = −D0 e^(−qp) (∂C/∂x + vC ∂p/∂x).

The same holds along y and z. Hence

J = −D(p)(∇C + vC∇p),  D(p) = D0 e^(−qp).

Temperature is uniform, and the native defects that carry the dopant are taken to be in local equilibrium. For ΔV < 0 the drift points up the pressure gradient, as you said.

Now set C = C0, uniform. Conservation gives

∂C/∂t = −∇·J = C0 v ∇·[D(p)∇p].

Since ∇D = −qD∇p,

∂C/∂t = C0 v D(p) [∇²p − q|∇p|²].

The second term is quadratic in stress. At first order the question is whether ∇²p vanishes.

**Q:** Why should it? Pressure in a solid can have any shape I like if I load the solid suitably.

**A:** You may choose the loads on the boundary, but force balance restricts the interior. Take a homogeneous, isotropic, linearly elastic solid with displacement u, dilatation θ = ∇·u and body force f per volume. Hooke's law is

σ_ij = λθδ_ij + μ(∂_i u_j + ∂_j u_i).

Equilibrium, ∂_jσ_ij + f_i = 0 with summation over j, becomes

(λ+μ)∂_iθ + μ∇²u_i + f_i = 0,

because ∂_j∂_i u_j = ∂_iθ. Take the divergence. The middle term becomes μ∇²θ, so

(λ+2μ)∇²θ + ∇·f = 0.

The trace of Hooke's law is tr σ = (3λ+2μ)θ = 3Kθ, with bulk modulus K = λ + 2μ/3. Thus p = −Kθ and

∇²p = K∇·f/(λ+2μ).

Without body force, ∇²p = 0: the pressure is harmonic. The first-order bulk rate is therefore zero.

By the divergence theorem, the flux of ∇p through any closed surface within regular material is also zero. Stress can drive dopant through a region, but at first order it cannot drive a uniform dopant into that region from all sides.

**Q:** Does gravity spoil this?

**A:** Uniform gravity in a homogeneous solid has ∇·f = 0, so p stays harmonic. Rotation does spoil it: the centrifugal force ρω²r, directed away from the axis, has divergence 2ρω². It is the divergence of the body force that matters.

**Q:** The dopant itself strains the crystal. You left that out of Hooke's law.

**A:** A concentration C would expand a free crystal by ΔV C, which adds −KΔV C δ_ij to the stress. Without body force the divergence of equilibrium is now

(λ+2μ)∇²θ = KΔV∇²C,

while p = −K(θ − ΔV C). Therefore

∇²p = KΔV∇²C [1 − K/(λ+2μ)] = [4μK/(3(λ+2μ))] ΔV∇²C,

where λ + 2μ − K = 4μ/3 was used. A uniform dopant adds nothing. Once C varies, this term acts like a change of D by the fraction

C0ΔV² · 4μK/[3(λ+2μ)kT],

which is small for a dilute dopant.

**Q:** Show me a field that is not linear, with a real surface.

**A:** Let silicon fill y > 0 and carry a thin film with tensile force per width N = N0(1 + cos kx). The film is thickest at x = 0. Treat it as a membrane, thin compared with 1/k, so that its bending moment and the normal load that goes with it are neglected. Balance of a film slice shows that it pulls the substrate with the force per area dN/dx = −kN0 sin kx. The outward normal of the substrate is −y, so this force equals −σxy(0), and the boundary conditions are

σxy = kN0 sin kx,  σyy = 0  at y = 0.

In plane strain, derive the stresses from a function φ:

σxx = ∂²φ/∂y²,  σyy = ∂²φ/∂x²,  σxy = −∂²φ/∂x∂y.

Equilibrium is then automatic. The strains must also come from a displacement, which requires

∂²εxx/∂y² + ∂²εyy/∂x² = 2∂²εxy/∂x∂y.

Let S = σxx + σyy = ∇²φ. Because θ = S/[2(λ+μ)], we have λθ = νS with Poisson's ratio ν = λ/[2(λ+μ)] (no longer the hop prefactor). So 2μεxx = σxx − νS, 2μεyy = σyy − νS and 2μεxy = σxy. Inserting these gives ∇²∇²φ − ν∇²S = 0, or (1−ν)∇²S = 0.

Try φ = N0 y e^(−ky) cos kx. Differentiation gives

σxx = N0(k²y − 2k)e^(−ky) cos kx,
σyy = −N0k²y e^(−ky) cos kx,
σxy = N0k(1 − ky)e^(−ky) sin kx.

Both surface conditions hold, the stresses vanish at great depth, and S = −2kN0 e^(−ky) cos kx is harmonic. Since σzz = λθ = νS,

p = −(1+ν)S/3 = p0 e^(−ky) cos kx,  p0 = 2(1+ν)kN0/3.

The downward curvature along x at the film centre is cancelled by the upward curvature along y.

**Q:** Then any energy linear in stress would do just as well.

**A:** No. The factor k²y − 2k in σxx has slope k² and no second derivative, so

∇²σxx = −2k³N0 e^(−ky) cos kx.

A dopant whose energy followed σxx alone would accumulate in the bulk at first order. This is why the defect must couple to pressure, as an isotropic defect does.

**Q:** If nothing accumulates, how does the crystal ever reach equilibrium? Boltzmann's law demands a non-uniform bulk.

**A:** The result concerns the start. At a blocking surface the normal flux must vanish, but the drift alone does not satisfy this. Dopant piles up or is depleted there, and diffusion carries the change inward.

Write C = C0 + C1 and keep first-order terms. Products such as C1∇p drop out, as do changes of D multiplying ∇C1; self-stress is dropped in the dilute limit. Then

∂C1/∂t = D0∇²C1,
∂C1/∂y + C0v ∂p/∂y = 0  at y = 0.

With C1 = −C0 v p0 g(y,t) cos kx, these become

∂g/∂t = D0(∂²g/∂y² − k²g),  ∂g/∂y = −k at y = 0,  g = 0 at t = 0.

The solution that decays with depth is, with s = √(D0t),

g = ½[A − B],
A = e^(−ky) erfc(y/2s − ks),  B = e^(ky) erfc(y/2s + ks).

**Q:** I would rather see that checked than accept it.

**A:** The derivative of erfc(z) is −(2/√π)e^(−z²). Completing the squares shows that both exponentials produce the same factor,

G = exp(−y²/4s² − k²s²).

In the first y-derivative the two G terms cancel:

∂g/∂y = −(k/2)(A + B).

At y = 0, erfc(−ks) + erfc(ks) = 2, which gives −k as required. Differentiating again, the G terms add:

∂²g/∂y² = k²g + kG/(s√π).

For the time derivative, ds/dt = D0/2s. The two arguments change at rates that differ by −2k ds/dt = −kD0/s, so

∂g/∂t = −(G/√π)(−kD0/s) = D0kG/(s√π).

This equals D0(∂²g/∂y² − k²g). For y > 0 both erfc terms vanish as t → 0, so the initial condition holds too.

The factor exp(−y²/4D0t) in G makes the interior start exponentially slowly. At the surface g = erf(ks), which begins as 2k√(D0t/π): the accumulated inflow grows as t but spreads over a layer of thickness of order √(D0t). At long times g → e^(−ky), and hence C → C0(1 − vp), the Boltzmann profile to first order.

**Q:** Put in numbers for boron in silicon.

**A:** Take 1273 K, kT = 0.1097 eV, and the rough values ΔV = −0.015 nm³ and D0 = 1.5×10⁻¹⁴ cm²/s = 1.5 nm²/s. Let C0 = 10¹⁸ cm⁻³. The film has a stress of 0.50 GPa, a maximum thickness of 10 nm and a period of 200 nm. Thus

N0 = 0.50 GPa × 10 nm/2 = 2.5 N/m,
k = 2π/(200 nm) = 0.0314 nm⁻¹.

Averaging rough cubic constants gives ν = 0.217, so

p0 = 2 × 1.217 × 0.0314 nm⁻¹ × 2.5 GPa nm/3 = 0.064 GPa = 64 MPa.

The drift energy |ΔV|p0 is 6.0 meV, and |v|p0 = 6.0/109.7 = 0.054. The first-order expansion is reasonable. The initial drift flux to the surface at the film centre is

D0C0|v|p0k = 2.6×10⁸ cm⁻² s⁻¹.

The time scale is 1/(D0k²) = 675 s. The growth factor develops as follows:

- After 6.8 s, g is 0.11 at the surface and 3×10⁻¹⁴ at 31.8 nm, the decay depth 1/k.
- After 68 s, it is 0.35 and 0.0036.
- After 675 s, it is 0.84 and 0.23.
- After 6750 s, it is 1.00 and 0.37, close to the final values 1 and e⁻¹.

To first order, the final surface concentration is 5.4 % above C0 at the film centre and 5.4 % below it half a period away. Integrating e^(−ky) over depth gives a final excess below the centre of C0|v|p0/k = 1.7×10¹¹ cm⁻².

**Q:** How large are the second-order terms you discarded?

**A:** With Va = −0.020 nm³, a cautious choice of about one atomic volume, |q|p0 = 0.073. At x = 25 nm and y = 10 nm, summing the hops between neighbouring sites gives an initial relative rate of −3.23×10⁻⁶ s⁻¹, and −vqD(p)|∇p|² gives the same. The first-order scale |v|p0D0k² is 0.0544/675 s = 8.1×10⁻⁵ s⁻¹. As a contrast, the non-harmonic pressure p0 cos kx gives 5.7×10⁻⁵ s⁻¹ at that point.

A two-dimensional finite-volume calculation with the full drift term and D(p) differs after 675 s from the first-order profile by about 2 % of the amplitude C0|v|p0 where the gap is largest. With the pressure reduced a hundredfold and D constant, the difference is 0.08 % of the correspondingly reduced amplitude.

**Q:** Silicon is a cubic crystal, not an isotropic solid. Is that another small correction?

**A:** It is a large one. Along the cubic axes, Hooke's law has an extra normal stress H ∂_i u_i in σ_ii (no sum), with H = C11 − C12 − 2C44. The divergence of equilibrium becomes

(C12 + 2C44)∇²θ + H Σ_i ∂_i³u_i = 0.

Since p = −Kθ still holds, ∇²p = KH Σ_i ∂_i³u_i/(C12 + 2C44), which is first order in stress. The rough constants C11 = 166, C12 = 64 and C44 = 80 GPa give H = −58 GPa.

For the same film load, with x along [110] on a (001) surface, the surface pressure amplitude falls from 64 to 52 MPa. The amplitude of ∇²p, divided by the isotropic k²p0, reaches 0.76 at the surface and is 0.18 at depth 1/k. There the initial relative rate is 0.18 × 8.1×10⁻⁵ = 1.5×10⁻⁵ s⁻¹ in magnitude. Held for 6.8 s, it would change C by about 10⁻⁴ of C0. The isotropic model gives only 0.054 × 3×10⁻¹⁴ at first order, and its second-order rate at this depth, vqD0k²p0²e⁻² in magnitude, adds about 5×10⁻⁶ in the same time. In silicon, then, the early bulk change in this geometry is set by anisotropy, and the isotropic zero is not a safe estimate of it.

**Q:** And in a real process, what else would move the numbers?

**A:** The film stress of 0.50 GPa is an assumed value, and the first-order changes scale in proportion to it. The film is a membrane in this model: N(x) is the force left after the silicon has deformed elastically, and the bending moment is ignored, which is why σyy = 0. Both matter at relative order k × 5 nm = 0.16. A film deposited at a uniform 0.50 GPa and as stiff as the silicon loses part of its stress where it is thickest, and this outweighs the load from its moment. The cos kx part of the pressure falls by about 15 %, and a second harmonic appears, so the pressure under the film centre falls by about 25 % while that half a period away hardly changes. The film is further assumed to take up no boron. If it dissolved boron as readily as silicon does, its mean thickness of 5 nm could hold 5 nm × C0 per area, more than the predicted excess C0|v|p0/k = 1.7 nm × C0. The smooth thickness is an idealization: a stripe with sharp edges concentrates stress there, and the film may relax at 1273 K. Elastic anisotropy shifts the numbers as just described. Self-stress changes D by only 0.06 %. For a rough intrinsic carrier density of 10¹⁹ cm⁻³, the built-in field of the charged dopant raises D by about 5 % and lowers the final pile-up by about the same fraction. The hole density is also about 5 % above its intrinsic value, and because boron diffuses largely with the help of positively charged defects, this can raise D by up to about 5 % more.

Stress also shifts the band edges. In nearly intrinsic, locally neutral material, cubic symmetry lets the resulting electric potential depend at first order on tr σ alone. It therefore changes the effective ΔV without adding a new kind of source. The boron ion and the band edges sit in the same electrostatic potential, so a common shift of both edges cancels, and the midgap shift listed in the numerical output is not the size of this correction. A ΔV taken from the lattice contraction of heavily doped crystals refers to the ion together with its hole. What remains is the change of the intrinsic carrier density, set by half the change of the gap. A rough gap deformation potential of 1.5 to 2 eV per unit dilatation gives 0.5 to 0.7 meV, about a tenth of the 6.0 meV elastic energy, and it lowers the pile-up because compression narrows the gap.

Finally, the solid must stay elastic. From the stresses above, the largest in-plane shear is kN0|1 − ky|e^(−ky), or 79 MPa at the surface. The rough line-tension stress for bowing a dislocation over one period, μb/(200 nm) with b = 0.384 nm, is 131 MPa. This is not a safe threshold: the stress is uniform along the film lines, so a longer segment lying in that direction can bow at a lower stress. Plastic flow cannot be excluded. At dislocation cores, and at interfaces where the elastic constants jump, the interior argument does not apply. The remaining values are in the numerical output.

Calculated quantities

```
Temperature: 1273 K; kT: 0.1097 eV
Cubic constants C11, C12, C44: 166, 64, 80 GPa
Isotropic mean: K = 98.0 GPa, mu = 68.4 GPa
Isotropic mean: lambda = 52.4 GPa, nu = 0.217
Film stress: 0.50 GPa
Maximum film thickness: 10 nm
Film period: 200 nm; k: 0.03142 1/nm
Decay depth 1/k: 31.8 nm
Film force amplitude N0: 2.50 N/m
Relaxation volume dV: -0.015 nm^3
Activation volume Va (cautious bound): -0.020 nm^3
Diffusivity: 1.50 nm^2/s = 1.50e-14 cm^2/s
Dopant concentration: 1.0e+18 cm^-3
Surface pressure amplitude p0: 63.7 MPa
Drift energy amplitude |dV| p0: 5.97 meV
First-order parameter |dV| p0/kT: 0.0544
Time scale 1/(D k^2): 675 s
Initial surface flux amplitude: 2.56e+08 cm^-2 s^-1
Final excess below film centre: 1.73e+11 cm^-2
Final surface change at film centre: +5.44 %
Growth factor g at depths 0.0, 31.8, 100.0 nm:
  t = 6.8 s: 1.125e-01, 2.934e-14, 1.564e-111
  t = 67.5 s: 3.453e-01, 3.636e-03, 1.193e-13
  t = 675.5 s: 8.427e-01, 2.336e-01, 5.857e-03
  t = 6754.7 s: 1.000e+00, 3.679e-01, 4.321e-02
Hop test position: x = 25 nm, y = 10 nm
Hop rate, harmonic p: -3.233e-06 1/s
Second-order formula: -3.233e-06 1/s
Hop rate, non-harmonic control: 5.685e-05 1/s
Control formula: 5.685e-05 1/s
Profile error, t = 67.5 s: 0.02 %
Profile error, t = 675.5 s: 0.08 %
Neglected effects:
  Zener ratio of silicon: 1.57
  Cubic surface pressure amplitude: 52.1 MPa
  Largest cubic |Laplacian p|/(k^2 p0): 0.758
  Depth of that largest value: 0.0 nm
  Same ratio at depth 1/k: 0.181
  Largest cubic bulk rate: 6.10e-05 1/s
  Diffusivity exponent |Va| p0/kT: 0.0725
  Nonlinear profile gap, t = 675 s: 2.0 % of first-order amplitude
  Self-stress change of diffusivity: 0.060 %
  Intrinsic carrier density (rough): 1.0e+19 cm^-3
  Built-in field factor on diffusivity: 1.050
  Midgap deformation potential (rough): 3.0 eV
  Midgap energy shift: 1.95 meV
  Burgers vector length (rough): 0.384 nm
  Largest in-plane shear stress: 78.5 MPa
  Line-tension stress mu b/period: 131.3 MPa
```
